\section*{Sum rule for interface-phonon coupling of a multi-resonance dielectric on silicon}

\section{The decision and the statement}

A calculation of electron mobility under a polar gate insulator needs a coupling strength for each interface phonon. With one lattice resonance, the difference between the high-frequency and static responses supplies it. With several, one must decide how to divide that difference: by intermediate permittivities, one step per resonance, or by the slope of the dielectric function at each mode. Both divisions give the same total, so a correct total cannot decide between them. The theorem fixes the total, and its proof supplies the division.

Silicon fills $z>0$ with constant real permittivity $\epsilon_s$. The insulator fills $z<0$ with
\begin{equation}
\epsilon(\omega)=\epsilon_\infty+\sum_{k=1}^{N}\frac{f_k\omega_k^2}{\omega_k^2-\omega^2},\qquad f_k>0,
\label{eps}
\end{equation}
where the $\omega_k>0$ are distinct; resonances at equal frequency are merged by adding their $f_k$. Thus $\epsilon_{\rm st}\equiv\epsilon(0)=\epsilon_\infty+F$ with $F=\sum_kf_k$. Let $S=\epsilon_s+\epsilon_\infty>0$. The interface is flat and sharp, both media are isotropic and thick, retardation is neglected, and no mobile carriers respond. Formulae are in SI form, with $\varepsilon_0$ the vacuum permittivity.

The strength $L_j$ of a mode of frequency $\Omega_j$ is defined by its squared matrix element for an electron at distance $z$ from the insulator,
\begin{equation}
|M_j(q)|^2=\frac{e^2\hbar\Omega_jL_j}{2\varepsilon_0Aq}\,e^{-2qz},
\label{M}
\end{equation}
where $q$ is the in-plane wavevector and $A$ the interface area. The factor $\Omega_j$ stands outside $L_j$; without this convention the statement below would be false.

\paragraph{Theorem.} For each $q$, exactly $N$ mode frequencies couple to charges in the silicon. They are the positive roots of $\epsilon_s+\epsilon(\Omega_j)=0$, and
\begin{equation}
L_j=\frac{2}{\Omega_j\epsilon'(\Omega_j)}>0,\qquad
\sum_{j=1}^{N}L_j=\frac1{\epsilon_s+\epsilon_\infty}-\frac1{\epsilon_s+\epsilon_{\rm st}} .
\label{thm}
\end{equation}

\section{Reduction to $N$ oscillators}

Represent each resonance by a polarization field $\mathbf P_k$ obeying
\begin{equation}
\ddot{\mathbf P}_k+\omega_k^2\mathbf P_k=\varepsilon_0f_k\omega_k^2\mathbf E .
\label{P}
\end{equation}
For a field varying as $e^{-i\omega t}$ this gives $\mathbf P_k=\varepsilon_0f_k\omega_k^2\mathbf E/(\omega_k^2-\omega^2)$, which reproduces \eqref{eps}.

\paragraph{Lemma 1.} Only polarizations of the form $\nabla[e^{qz}\cos qx]$, with their sine partners and all in-plane directions, act on charges in silicon.

\emph{Proof.} Call these fields surface fields. A charge in silicon, with the lattice clamped, produces a potential in $z<0$ that obeys Laplace's equation and decays away from the interface. Its field there is therefore a combination of surface fields. Electrostatic reciprocity says $\int\rho_1\phi_2=\int\rho_2\phi_1$. For a polarization, $\rho=-\nabla\cdot\mathbf P$, surface charge included, and integration by parts gives $\int\rho_1\phi_2=-\int\mathbf P_1\cdot\mathbf E_2$. Two consequences follow.

First, the energy of a silicon charge in the potential of $\mathbf P$ is $-\int\mathbf P\cdot\mathbf E_{\rm charge}$. It vanishes if $\mathbf P$ is orthogonal to all surface fields. Secondly, if $\mathbf E[\mathbf P]$ is the field made by $\mathbf P$, then $\int\mathbf E[\mathbf P]\cdot\mathbf G=\int\mathbf P\cdot\mathbf E[\mathbf G]$. For a surface field $\mathbf G$, the field $\mathbf E[\mathbf G]$ in the insulator is proportional to $\mathbf G$, as \eqref{phi} will show. Hence $\mathbf E[\mathbf P]$ is orthogonal to surface fields whenever every $\mathbf P_k$ is, and \eqref{P} keeps the motion orthogonal. Such motion never acts on silicon. $\square$

It remains to treat one surface wave. Put a charge sheet $\sigma\cos qx$ at the interface and write
\begin{equation}
\mathbf P_k=-\varepsilon_0\nabla[s_ke^{qz}\cos qx],\quad
\mathbf E=-\nabla[\phi\,e^{-q|z|}\cos qx].
\end{equation}
The amplitudes of the normal displacement just above and below the interface are
\begin{align}
D_z(0^+)&=\varepsilon_0\epsilon_sq\phi,\\
D_z(0^-)&=-\varepsilon_0\epsilon_\infty q\phi-\varepsilon_0q\sum_ks_k .
\end{align}
Gauss's law, $D_z(0^+)-D_z(0^-)=\sigma$, gives
\begin{equation}
\phi=\frac1S\left(\frac{\sigma}{\varepsilon_0q}-\sum_ks_k\right).
\label{phi}
\end{equation}
Equation \eqref{P} becomes $\ddot s_k+\omega_k^2s_k=f_k\omega_k^2\phi$. Set $g_k=\sqrt{f_k}\,\omega_k$ and $s_k=g_ky_k$, then divide by $g_k$. With \eqref{phi},
\begin{equation}
\ddot{\mathbf y}=-K\mathbf y+\frac{\sigma}{\varepsilon_0qS}\mathbf g,\qquad
K={\rm diag}(\omega_k^2)+\frac{\mathbf g\mathbf g^T}{S}.
\label{K}
\end{equation}
The matrix $K$ is symmetric and positive, so it has $N$ orthonormal real eigenvectors $\mathbf v_j$ with eigenvalues $\Omega_j^2>0$.

\paragraph{Lemma 2.} The $\Omega_j$ are distinct roots of $\epsilon_s+\epsilon=0$, and every $\mathbf g\cdot\mathbf v_j$ is nonzero.

\emph{Proof.} The components of $K\mathbf v=\Omega^2\mathbf v$ are
\begin{equation}
(\omega_k^2-\Omega^2)v_k=-g_k(\mathbf g\cdot\mathbf v)/S .
\end{equation}
If $\mathbf g\cdot\mathbf v=0$, then $v_k$ can differ from zero only where $\omega_k=\Omega$, that is for a single $k$. But then $\mathbf g\cdot\mathbf v=g_kv_k\ne0$, a contradiction. So $\mathbf g\cdot\mathbf v\neq0$, which also excludes $\Omega=\omega_k$, and
\begin{equation}
v_k=-\frac{g_k}{\omega_k^2-\Omega^2}\,\frac{\mathbf g\cdot\mathbf v}{S}.
\label{v}
\end{equation}
This fixes $\mathbf v$ up to a factor, so no eigenvalue repeats. Multiplying by $g_k$, summing, and cancelling $\mathbf g\cdot\mathbf v$ gives $S+\sum_kf_k\omega_k^2/(\omega_k^2-\Omega^2)=0$, which is $\epsilon_s+\epsilon(\Omega)=0$. Conversely, a positive root inserted in \eqref{v} gives an eigenvector, so there are no further roots. $\square$

\section{Quantized coupling and the sum}

The factor in front of the sum rule depends on the oscillator mass. Dividing \eqref{P} by $\varepsilon_0f_k\omega_k^2$ makes the driving term the field itself, so the kinetic energy density is $\dot{\mathbf P}_k^2/(2\varepsilon_0f_k\omega_k^2)$. For the surface wave,
\begin{equation}
|\nabla(e^{qz}\cos qx)|^2=q^2e^{2qz}(\sin^2qx+\cos^2qx)=q^2e^{2qz},
\end{equation}
and $\int_{-\infty}^0e^{2qz}dz=1/(2q)$. Since $\dot s_k^2=f_k\omega_k^2\dot y_k^2$,
\begin{equation}
T=A\sum_k\frac{\varepsilon_0^2q^2\dot s_k^2}{2\varepsilon_0f_k\omega_k^2}\frac1{2q}
=\frac{A\varepsilon_0q}{4}\sum_k\dot y_k^2 .
\end{equation}
All $y_k$ share the mass $m_q=A\varepsilon_0q/2$. The force confirms it. The sheet has energy $-A\sigma\,\mathbf g\cdot\mathbf y/(2S)$ in the lattice potential, where the half is the mean of $\cos^2qx$. The force $A\sigma\mathbf g/(2S)$ divided by $m_q$ is the driving term in \eqref{K}.

Write $\mathbf y=\sum_jY_j\mathbf v_j$. In the ground state $\langle Y_j^2\rangle=\hbar/(2m_q\Omega_j)=\hbar/(A\varepsilon_0q\Omega_j)$. By \eqref{phi} with $\sigma=0$, mode $j$ produces the potential $-(\mathbf g\cdot\mathbf v_j)Y_je^{-qz}\cos qx/S$ in silicon. The sine wave is an independent partner, and the two variances add to a value independent of $x$. In travelling waves, $+\mathbf q$ and $-\mathbf q$ carry half each, so
\begin{equation}
|M_j|^2=\frac{e^2}{2}\frac{(\mathbf g\cdot\mathbf v_j)^2}{S^2}
\frac{\hbar}{A\varepsilon_0q\Omega_j}e^{-2qz}.
\end{equation}
Comparison with \eqref{M} gives
\begin{equation}
L_j=\frac{(\mathbf g\cdot\mathbf v_j)^2}{S^2\Omega_j^2}>0 .
\label{L}
\end{equation}

To obtain the slope formula, normalize \eqref{v}:
\begin{equation}
1=\frac{(\mathbf g\cdot\mathbf v_j)^2}{S^2}\sum_k\frac{f_k\omega_k^2}{(\omega_k^2-\Omega_j^2)^2}
=\frac{(\mathbf g\cdot\mathbf v_j)^2}{S^2}\,\frac{\epsilon'(\Omega_j)}{2\Omega_j},
\end{equation}
because differentiating \eqref{eps} gives $\epsilon'(\omega)=2\omega\sum_kf_k\omega_k^2/(\omega_k^2-\omega^2)^2$. Dividing by $\Omega_j^2$ yields $L_j=2/[\Omega_j\epsilon'(\Omega_j)]$.

For the sum, completeness of the eigenvectors gives
\begin{equation}
\sum_jL_j=\frac1{S^2}\sum_j\frac{(\mathbf g\cdot\mathbf v_j)^2}{\Omega_j^2}
=\frac{\mathbf g^TK^{-1}\mathbf g}{S^2}.
\end{equation}
Solve $K\mathbf x=\mathbf g$ by trying $x_k=a\,g_k/\omega_k^2$. Since $\sum_kg_k^2/\omega_k^2=F$, one finds $K\mathbf x=a(1+F/S)\mathbf g$, hence $a=S/(S+F)$. Then $\mathbf g^TK^{-1}\mathbf g=\mathbf g\cdot\mathbf x=aF$, and
\begin{equation}
\sum_jL_j=\frac{F}{S(S+F)}=\frac1S-\frac1{S+F}.
\label{sum}
\end{equation}
Because $S+F=\epsilon_s+\epsilon_{\rm st}$, this is the theorem. $\square$

\paragraph{Limits.} For $N=1$, $\Omega^2=\omega_1^2(1+F/S)$ and the one mode carries the whole sum. For weak polarity, $F\ll S$, the sum is approximately $F/S^2$. For $F\to\infty$ it approaches $1/S$: a very large static permittivity saturates the total coupling.

\section{What the total determines}

\paragraph{Response.} Drive \eqref{K} at frequency $\omega$, expand in eigenvectors and use \eqref{L}:
\begin{equation}
\frac{\varepsilon_0q\phi}{\sigma}=\frac1{\epsilon_s+\epsilon(\omega)}
=\frac1S-\sum_j\frac{L_j\Omega_j^2}{\Omega_j^2-\omega^2}.
\label{G}
\end{equation}
The first equality is Gauss's law with the full permittivity. At $\omega=0$ the sum rule returns: the total is the amount by which the lattice lowers the static response.

\paragraph{Image energy.} The second-order energy of a fixed electron is
\begin{align}
\Delta E&=-A\int_0^\infty\frac{q\,dq}{2\pi}\sum_j\frac{|M_j|^2}{\hbar\Omega_j}\nonumber\\
&=-\frac{e^2}{4\pi\varepsilon_0}\sum_jL_j\int_0^\infty e^{-2qz}dq
=-\frac{e^2}{8\pi\varepsilon_0z}\sum_jL_j .
\label{image}
\end{align}
Classically, the image energy beside a medium of permittivity $\epsilon$ is
\begin{equation}
U(\epsilon)=\frac{e^2}{16\pi\varepsilon_0\epsilon_sz}\,\frac{\epsilon_s-\epsilon}{\epsilon_s+\epsilon}
=\frac{e^2}{16\pi\varepsilon_0\epsilon_sz}\left(\frac{2\epsilon_s}{\epsilon_s+\epsilon}-1\right).
\end{equation}
The difference $U(\epsilon_{\rm st})-U(\epsilon_\infty)$ equals \eqref{image}, which confirms the factor in \eqref{M} by a separate route.

\paragraph{Thermal fluctuations.} With occupation $n_j$, the potential variance per $\mathbf q$ is proportional to $\sum_j|M_j|^2(2n_j+1)$. Put $u_j=\hbar\Omega_j/(2k_BT)$, so that $2n_j+1=\coth u_j$. Relative to the high-temperature value $e^2k_BT\sum_jL_je^{-2qz}/(\varepsilon_0Aq)$, the variance is
\begin{equation}
R=\frac{\sum_jL_j\,u_j\coth u_j}{\sum_jL_j},
\label{R}
\end{equation}
which tends to 1 when all $u_j\to0$. In that limit the sum alone fixes the total fluctuation. It does not fix the mobility, which also depends on the energy exchanged in each collision.

\paragraph{Loss.} Add damping terms $\gamma_k\dot y_k$ with $\gamma_k>0$. A free motion $\mathbf v e^{-i\omega t}$ of unit norm then obeys $-\omega^2-i\omega\bar\gamma+\bar\kappa=0$, where $\bar\gamma$ and $\bar\kappa$ are the positive averages of damping and $K$ in $\mathbf v$. Both roots have ${\rm Im}\,\omega<0$, so $G=1/(\epsilon_s+\epsilon)$ is analytic in the upper half-plane, and $G-1/S$ falls as $\omega^{-2}$. Cauchy's theorem, with the contour indented at $\omega=0$, gives
\begin{equation}
i\pi[G(0)-1/S]={\rm P}\!\!\int_{-\infty}^{\infty}\frac{G(\omega)-1/S}{\omega}\,d\omega .
\end{equation}
Take the imaginary part. Since ${\rm Im}\,G$ is odd,
\begin{equation}
\frac2\pi\int_0^\infty\frac{-{\rm Im}\,G(\omega)}{\omega}d\omega
=\frac1S-\frac1{\epsilon_s+\epsilon_{\rm st}} .
\end{equation}
The total survives damping, although sharp individual strengths do not.

\section{Dividing the total}

Order the resonances by increasing frequency and let $S_j=S+\sum_{k>j}f_k$. The division by intermediate permittivities is
\begin{equation}
L_j^{\rm step}=\frac1{S_j}-\frac1{S_j+f_j}.
\label{step}
\end{equation}
As $S_j+f_j=S_{j-1}$, the terms telescope to \eqref{sum} whatever the frequencies.

Near mode $j$, widely separated higher resonances contribute their static $f_k$, while lower ones contribute $-f_k\omega_k^2/(\omega^2-\omega_k^2)\to0$. One resonance then remains on a background $S_j$, and \eqref{step} follows from the case $N=1$. The slope formula in \eqref{thm} needs no such separation.

\section{Worked example}

Take $\epsilon_s=11.7$, $\epsilon_\infty=5$, resonances at 15, 35 and 50 meV, and $f=(11,5,1)$. Then $\epsilon_{\rm st}=22$ and
\begin{equation}
\sum_jL_j=\frac1{16.7}-\frac1{33.7}=0.05988-0.02967=0.03021 .
\end{equation}
The modes and their strengths are:
\begin{center}
\begin{tabular}{cccc}
$\hbar\Omega_j$ (meV) & $L_j$ & $L_j^{\rm step}$ & error of step\\
18.04 & 0.01211 & 0.01438 & $+18.7\%$\\
39.67 & 0.01163 & 0.01244 & $+7.0\%$\\
52.11 & 0.00647 & 0.00338 & $-47.7\%$
\end{tabular}
\end{center}
Errors are relative to $L_j$. The largest error, in the highest mode, comes mainly from a shifted background. With energies in meV, $\Omega_3^2=2715.6$, and the slope formula reads
\begin{align}
\frac1{L_3}&=\Omega_3^2\sum_k\frac{f_k\omega_k^2}{(\omega_k^2-\Omega_3^2)^2}\nonumber\\
&=2715.6\,(0.00040+0.00276+0.05380)\approx154.7 .
\end{align}
At this energy the two lower resonances contribute $-0.99$ and $-4.11$ to the permittivity, reducing the background from 16.7 to 11.6. This raises $\Omega_3^2-\omega_3^2$ from $2500/16.7=150$ to $2500/11.6=216$. The third term of the slope, which varies as the inverse square of that distance, falls, and $L_3$ rises. Equation \eqref{step} omits this shift. At the middle mode the background is nearly unchanged, 17.6 against 17.7, and the error comes instead from the variation of the background with frequency, which adds to the slope and which \eqref{step} also omits.

The error matters even though the totals agree. At the same mode energies, $\sum_jL_j\hbar\Omega_j$, which sets the zero-point variance, is 1.017 meV with the correct strengths and 0.929 meV with the steps, 9\% lower.

A diagonalization that retained bulk motion tested Lemma 1. Each half-space had 80 cells of width $0.1/q$. Of 720 modes, three coupled to the interface charge, with total strength 0.03017, within 0.13\% of the continuum value.

For scattering, take 300 K, an in-plane mass of 0.19 electron masses, and the wavevector at which the kinetic energy equals $k_BT=25.85$ meV, $q=0.359\ {\rm nm^{-1}}$. At $z=1.5$ nm, $e^{-2qz}=0.341$, and $A|M_j|^2=(1.87,3.96,2.89)\times10^{-3}\ {\rm eV^2\,nm^2}$. The middle mode has the largest matrix element although the lowest has the largest $L_j$, because \eqref{M} contains $\Omega_j$. Occupations of 0.991, 0.275 and 0.154 put the lowest mode first for absorption: $n_jA|M_j|^2$ is $(1.9,1.1,0.4)\times10^{-3}\ {\rm eV^2\,nm^2}$. These weights at one $q$ are not scattering rates.

The lattice part of the image energy is $-14.5$ meV, both from \eqref{image} and from the classical difference $U(\epsilon_{\rm st})-U(\epsilon_\infty)$. Equation \eqref{R} gives $R=1.16$, so at 300 K the sum rule with classical statistics underestimates the potential variance by 14\% of its actual value. With damping widths equal to 10\% of each resonance energy, the spectral integral remains 0.03021.

\section{Where a device departs from the theorem}

\paragraph{Metal gate.} An ideal metal behind an oxide of thickness $t$ forces the potential to vary as $\sinh[q(z+t)]$. The normal field at the interface gains a factor $c=\coth qt$, so all oxide permittivities in the theorem are multiplied by $c$:
\begin{equation}
\sum_jL_j=\frac{F}{\epsilon_s^2/c+\epsilon_s(\epsilon_\infty+\epsilon_{\rm st})+\epsilon_\infty\epsilon_{\rm st}c}.
\end{equation}
For $t=3$ nm at the same $q$, this is 0.999 of the thick-oxide value. The near equality is a coincidence of the parameters. The expression is unchanged by $c\to\epsilon_s^2/(\epsilon_\infty\epsilon_{\rm st}c)$, which maps $c=1$ to 1.24, while the gate gives $c=1.26$. For a much thinner oxide $c$ grows and the sum falls.

\paragraph{Channel electrons.} Let $w$ be the response $\varepsilon_0q\phi/\sigma$ at the electron sheet without screening. In the long-wavelength approximation, which overestimates screening at finite $q$, static screening adds the charge $-e^2(dn/d\mu)\phi$, so
\begin{equation}
w_{\rm scr}=\frac{w}{1+Qw},\qquad Q=\frac{e^2}{\varepsilon_0q}\frac{dn}{d\mu}.
\end{equation}
For one subband with density of states $D$, $n=Dk_BT\ln(1+e^{\mu/k_BT})$ and hence $dn/d\mu=D(1-e^{-n/Dk_BT})$. With two valleys, and $q$, $z$ and $T$ held fixed, the difference between the high-frequency and static $w_{\rm scr}$ is 0.33 of its unscreened value at $10^{12}\ {\rm cm^{-2}}$ and 0.06 at $10^{13}\ {\rm cm^{-2}}$. These ratios are rough. Keeping the $q$ dependence of the electron response, and spreading the sheet into a layer with the same mean distance, raises them to about 0.45 and 0.09. Higher subbands and the other four valleys, which hold a sizeable share of the electrons at 300 K and $10^{12}\ {\rm cm^{-2}}$, are left out. The estimate also lets electrons follow the lattice instantly. It therefore does not give the screening of individual modes, which requires the electron response at the frequencies of the coupled system.

\paragraph{The real case.} The parameters lie in the rough regime of hafnium oxide on silicon, whose static permittivity is about 20; the three resonances and their weights are round model values. The size of the step error follows from their spacing and is not a result for hafnium oxide: moving the top resonance from 50 to 80 meV changes the error in the highest mode from $-48\%$ to $-16\%$. Real films can have more, broader resonances, and a thin silicon-oxide layer may separate them from the channel. For 0.7 nm of such a layer, with rough permittivities 2.1 and 3.9 at high and zero frequency, the total at the same $q$ falls to 0.0190, or 0.63 of the ideal value. This total includes the layer's own lattice modes. At this $q$, channel screening moves the number most among the departures sized here. The order depends on $q$: at twice this wavevector the layer leaves 0.47 of the ideal total, while the screening estimate at $10^{12}\ {\rm cm^{-2}}$ leaves 0.53. Retardation is negligible: the largest $\Omega_j/(cq)$, with $c$ here the speed of light, is $7\times10^{-4}$. The numerical output lists the values used.

In a mobility calculation under the theorem's assumptions, the slope formula should therefore set the individual strengths, with the sum rule as a check that no root of $\epsilon_s+\epsilon(\omega)=0$ has been missed for the permittivity used. Where channel electrons screen appreciably, as they already do at $10^{12}\ {\rm cm^{-2}}$ in this example, the coupled electron and lattice response must replace both.

\section*{Numbers as computed}
\begin{verbatim}
eps_Si, eps_inf, eps_static: 11.7, 5.0, 22.0
resonance 1: energy 15.0 meV, f = 11.0
resonance 2: energy 35.0 meV, f = 5.0
resonance 3: energy 50.0 meV, f = 1.0
mode 1: energy 18.038 meV, L = 0.012111
  share of sum 40.10 %
  staircase L = 0.014379, error 18.7 %
  occupation at temperature of use: 0.991
  A|M|^2 at sheet: 0.00187 eV^2 nm^2
mode 2: energy 39.670 meV, L = 0.011629
  share of sum 38.50 %
  staircase L = 0.012444, error 7.0 %
  occupation at temperature of use: 0.275
  A|M|^2 at sheet: 0.00396 eV^2 nm^2
mode 3: energy 52.111 meV, L = 0.006466
  share of sum 21.41 %
  staircase L = 0.003383, error -47.7 %
  occupation at temperature of use: 0.154
  A|M|^2 at sheet: 0.00289 eV^2 nm^2
sum of L from modes: 0.03020665
1/(eps_Si+eps_inf): 0.05988024
1/(eps_Si+eps_static): 0.02967359
difference (sum rule): 0.03020665
worst relative error, 60 random insulators: 2.7e-14
full lattice: 720 modes, 3 active
full lattice sum of L: 0.030169
temperature: 300 K, kT = 25.85 meV
in-plane mass: 0.19 electron masses, valleys: 2
wavevector q: 0.3591 1/nm
sheet distance z: 1.5 nm
factor exp(-2qz): 0.3406
lattice image energy at z: -14.499 meV
second-order energy at z: -14.499 meV
fluctuation / classical value: 1.1569
relative damping: 0.10, spectral sum: 0.03020665
metal gate, oxide 3.0 nm: sum 0.030185, ratio 0.999
interlayer 0.7 nm, eps_inf 2.1, static 3.9
  sum with interlayer: 0.018962, ratio 0.628
screened/unscreened sum at 1e+12 cm^-2: 0.327
screened/unscreened sum at 1e+13 cm^-2: 0.058
retardation, largest E/(hbar c q): 7.4e-04
\end{verbatim}
